# Clogston–Jaccarino Analysis of a Platinum-Like Knight Shift: test program

```python
# Clogston-Jaccarino analysis of a platinum-like model metal.
# Result under test: with chi = chi_dia + chi_s + chi_orb + chi_d(T) and
# K = B_s chi_s + B_orb chi_orb + B_d chi_d(T), the K-chi line has slope B_d, and
# chi_orb = [a + B_d (chi_dia + chi_s) - B_s chi_s] / (B_orb - B_d), a = intercept.
# chi: moment per atom over applied field (mu_B/T); B_i: nuclear field per mu_B (T);
# K: Knight shift (dimensionless). Energies are in hartree, lengths in bohr.
import numpy as np
from scipy import constants as sc
from scipy.special import expit
from pyscf import gto, scf

hartree = sc.physical_constants["Hartree energy"][0]
bohr = sc.physical_constants["Bohr radius"][0]
mu_b = sc.physical_constants["Bohr magneton"][0]
mu_b_ha = mu_b / hartree                                # hartree per tesla
field_unit = sc.mu_0 * mu_b / (4 * np.pi * bohr**3)     # tesla
dia_unit = sc.e**2 * bohr**2 / sc.m_e / mu_b            # mu_B per tesla
k_ha = sc.k / hartree                                   # hartree per kelvin

# ---------- fields and moments from explicit current distributions ----------
x, wx = np.polynomial.legendre.leggauss(400)
r = 40 * (x + 1)
c, wc = np.polynomial.legendre.leggauss(40)
R, C = np.meshgrid(r, c, indexing="ij")
S = np.sqrt(1 - C**2)
volume = 2 * np.pi * np.outer(40 * wx * r**2, wc)


def moment_and_field(j_phi):
    """Moment and field at the origin (units mu0/4pi) of an azimuthal current."""
    return (0.5 * np.sum(volume * R * S * j_phi),
            np.sum(volume * S * j_phi / R**2))


def rho_1s(q):
    return np.exp(-2 * q) / np.pi


step = 1e-5
slope_1s = (rho_1s(R + step) - rho_1s(R - step)) / (2 * step)
m_spin, b_spin = moment_and_field(-slope_1s * S)
contact_ratio = b_spin / m_spin
assert abs(contact_ratio / (8 * np.pi / 3 * rho_1s(0.0)) - 1) < 1e-6

rho_3d = R**4 * np.exp(-2 * R / 3) * S**4
rho_3d /= np.sum(volume * rho_3d)
m_orbit, b_orbit = moment_and_field(-2 * rho_3d / (R * S))
inverse_cube = 1 / 405                                  # hydrogen 3d value
orbital_ratio = b_orbit / m_orbit
assert abs(orbital_ratio / (2 * inverse_cube) - 1) < 1e-6

m_dia, _ = moment_and_field(-rho_1s(R) * R * S / 2)      # unit applied field
r2_1s = np.sum(volume * rho_1s(R) * R**2)
assert abs(m_dia / (-r2_1s / 6) - 1) < 1e-8

# spin-dipole angular factor: one t2g orbital against the cubic set
phi = np.arange(32) * 2 * np.pi / 32
CC, PP = np.meshgrid(c, phi, indexing="ij")
SS = np.sqrt(1 - CC**2)
X, Y = SS * np.cos(PP), SS * np.sin(PP)
weight = wc[:, None] * np.ones_like(PP)


def dipole_factor(density):
    return np.sum(weight * density * (3 * CC**2 - 1)) / np.sum(weight * density)


dip_xy = dipole_factor((X * Y)**2)
dip_set = dipole_factor((X * Y)**2 + (Y * CC)**2 + (CC * X)**2)
assert abs(dip_set) < 1e-12 and abs(dip_xy) > 0.1

# ---------- core polarization: unrestricted Hartree-Fock, free Mn2+ ----------
basis = [[0, [0.1 * 2.3**k, 1.0]] for k in range(19)]
basis += [[1, [0.1 * 2.5**k, 1.0]] for k in range(11)]
basis += [[2, [0.1 * 2.5**k, 1.0]] for k in range(8)]
closed = gto.M(atom="Mn 0 0 0", basis={"Mn": basis}, charge=7, spin=0, verbose=0)
start = scf.RHF(closed).run()
assert start.converged
ion = gto.M(atom="Mn 0 0 0", basis={"Mn": basis}, charge=2, spin=5, verbose=0)
uhf = scf.UHF(ion)
orbitals = np.array([start.mo_coeff, start.mo_coeff])
occupation = np.zeros((2, start.mo_coeff.shape[1]))
occupation[0, :14] = 1
occupation[1, :9] = 1
guess = uhf.make_rdm1(orbitals, occupation)
uhf = scf.addons.mom_occ(uhf, orbitals, occupation)
uhf.max_cycle = 100
uhf.conv_tol = 1e-10
uhf.kernel(dm0=guess)
assert uhf.converged
spin_square = uhf.spin_square()[0]
assert abs(spin_square - 8.75) < 0.05
at_nucleus = ion.eval_gto("GTOval_sph", np.zeros((1, 3)))[0]
shells = []
for s in (0, 1):
    occ = np.where(uhf.mo_occ[s] > 0.5)[0]
    occ = occ[np.argsort(uhf.mo_energy[s][occ])]
    density = (at_nucleus @ uhf.mo_coeff[s][:, occ])**2
    shells.append(density[density > 0.1])
assert len(shells[0]) == 3 and len(shells[1]) == 3
shell_spin = shells[0] - shells[1]
core_spin = shell_spin.sum()
core_field = 8 * np.pi / 3 * field_unit * core_spin / 5
assert core_spin < 0 and shell_spin[1] < 0 < shell_spin[2]

# ---------- model metal: round parameters ----------
rho_s, r3_d, r2_core = 20.0, 10.0, 30.0   # bohr^-3, bohr^-3, bohr^2
dos_s, holes, gap = 3.0, 0.4, 0.1         # 1/hartree, per atom, hartree
dos_flat, dos_peak, width = 30.0, 30.0, 0.005
stoner = 0.02                             # hartree
B_d_model = -130.0                        # T per mu_B
temps = np.array([100.0, 300.0, 500.0, 700.0])

B_s = 8 * np.pi / 3 * field_unit * rho_s
B_orb = 2 * field_unit * r3_d
chi_dia = -r2_core / 6 * dia_unit
chi_s = mu_b_ha * dos_s
chi_orb_model = 4 * holes * mu_b_ha / gap

# Van Vleck moment by diagonalizing the d shell in a finite field
lz = np.diag([2.0, 1.0, 0.0, -1.0, -2.0])
eg = np.zeros((5, 5))
eg[2, 2] = 1
eg[np.ix_([0, 4], [0, 4])] = 0.5
zeeman = 1e-4
_, vec = np.linalg.eigh(gap * eg + zeeman * lz)
lz_mean = np.einsum("ik,ij,jk->k", vec, lz, vec)
filling = np.array([1, 1, 1, 1 - holes / 4, 1 - holes / 4])
chi_orb_field = -2 * np.sum(filling * lz_mean) / zeeman * mu_b_ha
assert abs(chi_orb_field / chi_orb_model - 1) < 1e-4

# exchange-enhanced d spin susceptibility, formula against finite field
energy = np.linspace(-0.08, 0.08, 16001)
de = energy[1] - energy[0]
dos = dos_flat + dos_peak * np.exp(-energy**2 / (2 * width**2))
dos_thermal, chi_d_model = [], []
for T in temps:
    kt = k_ha * T
    f = expit(-energy / kt)
    n_t = np.sum(dos * f * (1 - f) / kt) * de
    chi = mu_b_ha * n_t / (1 - stoner * n_t / 2)
    applied, polarization = 5.0, 0.0
    for _ in range(200):
        shift = mu_b_ha * applied + stoner * polarization / 2
        up = expit(-(energy - shift) / kt)
        down = expit(-(energy + shift) / kt)
        polarization = np.sum(dos / 2 * (up - down)) * de
    assert abs(polarization / applied / chi - 1) < 1e-3
    dos_thermal.append(n_t)
    chi_d_model.append(chi)
chi_d_model = np.array(chi_d_model)
assert np.all(np.diff(chi_d_model) < 0)

chi_full = chi_dia + chi_s + chi_orb_model + chi_d_model
K_full = B_s * chi_s + B_orb * chi_orb_model + B_d_model * chi_d_model
chi_data = np.round(chi_full, 7)          # rounded like laboratory data
K_data = np.round(K_full, 5)

# ---------- analysis, which sees only the table and four outside inputs ----------
B_d, intercept = np.polyfit(chi_data, K_data, 1)


def separate(chi_s_in, reference_error=0.0):
    a = intercept + reference_error
    orb = (a + B_d * (chi_dia + chi_s_in) - B_s * chi_s_in) / (B_orb - B_d)
    return orb, chi_data - chi_dia - chi_s_in - orb


chi_orb, chi_d = separate(chi_s)
K_s, K_orb, K_d = B_s * chi_s, B_orb * chi_orb, B_d * chi_d
assert abs(B_d - B_d_model) < 0.4         # allowance for rounded data
assert abs(chi_orb - chi_orb_model) < 1e-6
assert np.max(np.abs(chi_d - chi_d_model)) < 1e-6
assert np.max(np.abs(K_s + K_orb + K_d - K_data)) < 2e-5
assert -0.035 < K_data[0] < -0.025 and K_s > 0 and K_orb > 0 > K_d[0]

# a different s share reproduces the same data
chi_orb_alt, chi_d_alt = separate(1.5 * chi_s)
K_s_alt, K_orb_alt, K_d_alt = 1.5 * K_s, B_orb * chi_orb_alt, B_d * chi_d_alt
assert np.max(np.abs(K_s_alt + K_orb_alt + K_d_alt - K_data)) < 2e-5
leverage = -(B_s - B_d) / (B_orb - B_d)
assert abs((chi_orb_alt - chi_orb) / (0.5 * chi_s) - leverage) < 1e-8
chi_orb_ref, chi_d_ref = separate(chi_s, 0.002)
assert abs(chi_orb_ref - chi_orb - 0.002 / (B_orb - B_d)) < 1e-12

# an orbital part that follows the d part falsifies the slope
kappa = 0.1
extra = kappa * (chi_d_model - chi_d_model[0])
false_slope = np.polyfit(chi_full + extra, K_full + B_orb * extra, 1)[0]
assert abs(false_slope - (B_d_model + kappa * B_orb) / (1 + kappa)) < 1e-6

# ---------- output ----------
u = 1e6
to_molar = sc.N_A * mu_b * 1e3 * 1e-4     # mu_B/T per atom to cgs cm^3/mol
print(f"Field unit mu0 muB/(4 pi a0^3): {field_unit:.4f} T")
print(f"Bohr magneton: {mu_b_ha:.4e} hartree/T")
print(f"Diamagnetic unit e^2 a0^2/(m muB): {dia_unit:.4e} muB/T")
print(f"Contact quadrature, H 1s, B/m: {contact_ratio:.5f} a.u.")
print(f"Orbital quadrature, H 3d, B/m: {orbital_ratio:.6f} a.u.")
print(f"Dipole factor, xy alone: {dip_xy:.4f}; t2g set: {abs(dip_set):.1e}")
print("Mn2+ UHF spin density at nucleus, bohr^-3:")
print("  1s, 2s, 3s:", ", ".join(f"{v:.3f}" for v in shell_spin))
print(f"  sum: {core_spin:.3f}; field: {core_field:.1f} T per muB")
print(f"  <S^2>: {spin_square:.4f}")
print(f"Inputs rho_s(0), <r^-3>_d: {rho_s:.1f}, {r3_d:.1f} bohr^-3")
print(f"Input sum of <r^2>: {r2_core:.1f} bohr^2")
print(f"Input s density of states: {dos_s:.1f} per hartree")
print(f"Input e_g holes: {holes:.1f}; splitting: {gap:.2f} hartree")
print(f"Input d DOS flat, peak: {dos_flat:.0f}, {dos_peak:.0f} per hartree")
print(f"Input peak width: {width:.3f}; Stoner I: {stoner:.3f} hartree")
print(f"Model B_d: {B_d_model:.1f} T per muB")
print(f"B_s: {B_s:.1f} T per muB; B_orb: {B_orb:.2f} T per muB")
print(f"chi_dia: {chi_dia*u:.2f}; chi_s: {chi_s*u:.3f} (1e-6 muB/T)")
print(f"Model chi_orb: {chi_orb_model*u:.2f}; "
      f"finite field: {chi_orb_field*u:.2f} (1e-6 muB/T)")
print("T (K) | N_T (1/hartree) | model chi_d (1e-6 muB/T)")
for T, n_t, v in zip(temps, dos_thermal, chi_d_model):
    print(f"  {T:.0f} | {n_t:.2f} | {v*u:.1f}")
print("Data: T (K) | chi (1e-6 muB/T) | K (percent)")
for T, v, k in zip(temps, chi_data, K_data):
    print(f"  {T:.0f} | {v*u:.1f} | {100*k:.3f}")
print(f"Fitted slope B_d: {B_d:.2f} T per muB")
print(f"Fitted intercept: {100*intercept:.4f} percent")
print(f"Separated chi_orb: {chi_orb*u:.2f} (1e-6 muB/T)")
print(f"Separated chi_d at 100 K: {chi_d[0]*u:.1f} (1e-6 muB/T)")
print(f"At 100 K K_s: {100*K_s:.3f}; K_orb: {100*K_orb:.3f} percent")
print(f"At 100 K K_d: {100*K_d[0]:.3f}; "
      f"sum: {100*(K_s+K_orb+K_d[0]):.3f} percent")
print(f"Molar chi at 100 K: {chi_data[0]*to_molar*1e6:.1f} 1e-6 cm^3/mol (cgs)")
print(f"d chi_orb / d chi_s: {leverage:.3f}")
print(f"chi_s raised by half: chi_orb {chi_orb_alt*u:.2f}, "
      f"chi_d(100 K) {chi_d_alt[0]*u:.1f} (1e-6 muB/T)")
print(f"  K_s {100*K_s_alt:.3f}, K_orb {100*K_orb_alt:.3f}, "
      f"K_d {100*K_d_alt[0]:.3f} percent")
print(f"Reference error +0.2 percent: chi_orb {chi_orb_ref*u:.2f} (1e-6 muB/T)")
print(f"Slope if orbital part varies, kappa={kappa:.1f}: {false_slope:.2f} T per muB")
print("no test failed")
```

Running it gives:

```
Field unit mu0 muB/(4 pi a0^3): 6.2584 T
Bohr magneton: 2.1272e-06 hartree/T
Diamagnetic unit e^2 a0^2/(m muB): 8.5088e-06 muB/T
Contact quadrature, H 1s, B/m: 2.66667 a.u.
Orbital quadrature, H 3d, B/m: 0.004938 a.u.
Dipole factor, xy alone: -0.5714; t2g set: 5.4e-16
Mn2+ UHF spin density at nucleus, bohr^-3:
  1s, 2s, 3s: -0.067, -2.720, 1.305
  sum: -1.482; field: -15.5 T per muB
  <S^2>: 8.7507
Inputs rho_s(0), <r^-3>_d: 20.0, 10.0 bohr^-3
Input sum of <r^2>: 30.0 bohr^2
Input s density of states: 3.0 per hartree
Input e_g holes: 0.4; splitting: 0.10 hartree
Input d DOS flat, peak: 30, 30 per hartree
Input peak width: 0.005; Stoner I: 0.020 hartree
Model B_d: -130.0 T per muB
B_s: 1048.6 T per muB; B_orb: 125.17 T per muB
chi_dia: -42.54; chi_s: 6.382 (1e-6 muB/T)
Model chi_orb: 34.04; finite field: 34.03 (1e-6 muB/T)
T (K) | N_T (1/hartree) | model chi_d (1e-6 muB/T)
  100 | 59.80 | 316.5
  300 | 58.41 | 298.7
  500 | 56.22 | 273.2
  700 | 53.82 | 247.9
Data: T (K) | chi (1e-6 muB/T) | K (percent)
  100 | 314.4 | -3.019
  300 | 296.6 | -2.788
  500 | 271.0 | -2.456
  700 | 245.8 | -2.128
Fitted slope B_d: -129.87 T per muB
Fitted intercept: 1.0638 percent
Separated chi_orb: 33.89 (1e-6 muB/T)
Separated chi_d at 100 K: 316.7 (1e-6 muB/T)
At 100 K K_s: 0.669; K_orb: 0.424 percent
At 100 K K_d: -4.113; sum: -3.019 percent
Molar chi at 100 K: 175.6 1e-6 cm^3/mol (cgs)
d chi_orb / d chi_s: -4.621
chi_s raised by half: chi_orb 19.14, chi_d(100 K) 328.2 (1e-6 muB/T)
  K_s 1.004, K_orb 0.240, K_d -4.263 percent
Reference error +0.2 percent: chi_orb 41.73 (1e-6 muB/T)
Slope if orbital part varies, kappa=0.1: -106.80 T per muB
no test failed
```
